\section*{Image correction for a neutral supercell frozen in a polaron geometry}

\section{What the frozen cell contains}

\textbf{Q:} A hole self-traps in a periodic supercell. I relax the ions, take the hole out, keep the ions where they are and let the electrons respond. The cell is neutral. Why should its energy need an image correction at all?

\textbf{A:} Because the displaced ions carry a polarization, and that polarization has a charge density. To find it, take a cubic cell of edge $L$, a localized carrier density $\rho$ of total charge $q$, and isotropic dielectric constants: $\varepsilon_\infty$ for electrons alone and $\varepsilon_0$ for electrons and ions. I use atomic units, and set the average electrostatic potential to zero. The charged run then contains a uniform background $-q/L^3$, which removes the $\mathbf G=0$ term.

Let $\mathbf P$ be the ionic polarization and $\rho_i=-\nabla\cdot\mathbf P$ its charge. With $\rho(\mathbf r)=L^{-3}\sum_{\mathbf G}\rho_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$, the electrons screen both charges by $\varepsilon_\infty$, so the potential is $4\pi(\rho_{\mathbf G}+\rho_{i\mathbf G})/(\varepsilon_\infty G^2)$. Half of charge times potential gives the electrostatic energy.

\textbf{Q:} That energy alone would make the ions cancel the carrier completely.

\textbf{A:} Short-range forces resist. Their energy density is $P^2/(2\chi)$, which I call strain energy. Here $\mathbf P$ is the polarization given by Born effective charges: it includes the electronic polarization that follows a displacement at zero macroscopic field, and $P^2/(2\chi)$ includes the local-field part of the dipole interaction as well as the bare springs. Minimizing it in a macroscopic field $\mathbf E$ gives $\mathbf P=\chi\mathbf E$, and $\varepsilon_0\mathbf E=\varepsilon_\infty\mathbf E+4\pi\mathbf P$ gives $4\pi\chi=\varepsilon_0-\varepsilon_\infty$. A transverse polarization costs strain energy and produces no charge, so it vanishes. For the longitudinal part $|\mathbf P_{\mathbf G}|^2=|\rho_{i\mathbf G}|^2/G^2$, hence
\begin{equation}
\frac{|\mathbf P_{\mathbf G}|^2}{2\chi}=\frac{2\pi}{G^2}\,\frac{|\rho_{i\mathbf G}|^2}{\varepsilon_0-\varepsilon_\infty}.
\end{equation}
The energy of the charged cell is therefore
\begin{equation}
E=\frac1{L^3}\sum_{\mathbf G\ne0}\frac{2\pi}{G^2}\left[\frac{|\rho_{\mathbf G}+\rho_{i\mathbf G}|^2}{\varepsilon_\infty}+\frac{|\rho_{i\mathbf G}|^2}{\varepsilon_0-\varepsilon_\infty}\right].
\label{energy}
\end{equation}
Setting the derivative with respect to $\rho_{i\mathbf G}^*$ to zero and multiplying by $\varepsilon_\infty(\varepsilon_0-\varepsilon_\infty)$,
\begin{align}
(\varepsilon_0-\varepsilon_\infty)(\rho_{\mathbf G}+\rho_{i\mathbf G})+\varepsilon_\infty\rho_{i\mathbf G}&=0,\\
\rho_{i\mathbf G}&=-(1-\kappa)\rho_{\mathbf G},\qquad \kappa=\frac{\varepsilon_\infty}{\varepsilon_0}.
\label{ionic}
\end{align}
The ionic charge gathered at the polaron is thus
\begin{equation}
q_{\rm pol}=-q\left(1-\frac{\varepsilon_\infty}{\varepsilon_0}\right).
\end{equation}

\textbf{Q:} A periodic polarization has zero net charge per cell. Where is the compensating charge?

\textbf{A:} Spread evenly. Equation (\ref{ionic}) holds for $\mathbf G\neq0$, while $\rho_{i,0}=0$. In real space this means
\begin{equation}
\rho_i(\mathbf r)=-(1-\kappa)\left[\rho(\mathbf r)-\frac{q}{L^3}\right],
\end{equation}
which far from the polaron is the constant $-q_{\rm pol}/L^3$. It is the polarization charge of the displaced ions, counted with Born effective charges, the lattice's response to the background of the charged run, and it stays when carrier and background are removed. So the neutral cell does hold a localized charge in a uniform compensating density.

\section{Two energies with a finite-size error}

\textbf{Q:} Then the answer is immediate: the image energy of a charge $q_{\rm pol}$ screened by $\varepsilon_\infty$.

\textbf{A:} That is one part of it. Put $\rho=0$ in (\ref{energy}) and keep $\rho_i$ from (\ref{ionic}). For each $\mathbf G$ the two remaining terms are
\begin{align}
\text{electrostatic:}\quad&\frac{2\pi}{G^2}|\rho_{\mathbf G}|^2\frac{(1-\kappa)^2}{\varepsilon_\infty},\\
\text{strain:}\quad&\frac{2\pi}{G^2}|\rho_{\mathbf G}|^2\frac{(1-\kappa)^2}{\varepsilon_0-\varepsilon_\infty}
=\frac{2\pi}{G^2}|\rho_{\mathbf G}|^2\frac{1-\kappa}{\varepsilon_0},
\end{align}
where the last step uses $\varepsilon_0-\varepsilon_\infty=\varepsilon_0(1-\kappa)$. Since $1/\varepsilon_0=\kappa/\varepsilon_\infty$, the sum of the coefficients is
\begin{equation}
\frac{(1-\kappa)^2+\kappa(1-\kappa)}{\varepsilon_\infty}=\frac{1-\kappa}{\varepsilon_\infty}=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}.
\label{sum}
\end{equation}
Both terms have the same $1/G^2$ form, so both have a finite-size error of the same order.

\textbf{Q:} Strain is local. How can it know about distant images?

\textbf{A:} Its density is local, but the polarization is not confined. Around an isolated polaron $P$ falls as $1/r^2$, so the strain energy outside a radius $R$ goes as $\int_R^\infty r^2\,r^{-4}\,dr=1/R$. A cell of edge $L$ cuts and reshapes that tail, and the loss is of order $1/L$. The ions were relaxed in the periodic cell, and freezing them preserves that fault.

\textbf{Q:} Now give me the size of the error, with its sign.

\textbf{A:} Take a Gaussian charge $Q$ with standard deviation $\sigma$ per axis, $\rho_{\mathbf G}=Qe^{-G^2\sigma^2/2}$. We need the lattice sum
\begin{equation}
v_\sigma(\mathbf r)=\frac1{L^3}\sum_{\mathbf G\ne0}\frac{4\pi}{G^2}e^{-G^2\sigma^2}e^{i\mathbf G\cdot\mathbf r}
\end{equation}
at $\mathbf r=0$, since the energy is $Q^2v_\sigma(0)/2$ before screening. For a point charge, the Madelung constant $\alpha$ is defined by $v_0(\mathbf r)\to1/r-\alpha/L$ as $r\to0$; for the simple cubic lattice $\alpha=2.8373$.

The difference between Gaussian and point interactions is the short-range function $w(r)=[\mathrm{erf}(r/2\sigma)-1]/r$. Its Fourier transform is $4\pi(e^{-G^2\sigma^2}-1)/G^2$, which tends to $-4\pi\sigma^2$ at $G=0$. Poisson summation over lattice vectors $\mathbf R$ includes that $G=0$ term; $v_\sigma$ and $v_0$ omit it. Therefore
\begin{equation}
v_\sigma(\mathbf r)=v_0(\mathbf r)+\sum_{\mathbf R}w(|\mathbf r-\mathbf R|)+\frac{4\pi\sigma^2}{L^3}.
\end{equation}
As $r\to0$, the $\mathbf R=0$ term tends to $1/(\sqrt\pi\sigma)-1/r$, which cancels the divergence of $v_0$. The other terms are exponentially small for $L\gg\sigma$. Hence
\begin{equation}
\frac{Q^2}{2}v_\sigma(0)=\frac{Q^2}{2\sqrt\pi\,\sigma}-\frac{\alpha Q^2}{2L}+\frac{2\pi\sigma^2Q^2}{L^3}.
\label{lattice}
\end{equation}
The first term is the isolated energy. The periodic energy is too low at leading order, and the correction must be added.

\textbf{Q:} So what do I add?

\textbf{A:} Multiply $\alpha q^2/(2L)$ by the coefficients found above:
\begin{align}
\Delta E_{\rm el}&=\frac{\alpha q^2(1-\kappa)^2}{2\varepsilon_\infty L}=\frac{\alpha q_{\rm pol}^2}{2\varepsilon_\infty L},\label{el}\\
\Delta E_{\rm strain}&=\frac{\alpha q^2(1-\kappa)}{2\varepsilon_0L},\\
\Delta E&=\frac{\alpha q^2}{2L}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}\right)=\frac{\alpha|q\,q_{\rm pol}|}{2\varepsilon_\infty L}.
\label{full}
\end{align}
Your proposal is (\ref{el}). The correction to the neutral total energy is (\ref{full}), which contains the product $|q\,q_{\rm pol}|$ in place of $q_{\rm pol}^2$. It is larger by the factor $1/(1-\kappa)$.

The limits show the difference. If the ions screen very strongly, $\varepsilon_0\to\infty$, then $q_{\rm pol}\to-q$, the strain share vanishes and the two expressions agree. If ionic screening is weak, $\Delta E$ is of first order in $1-\kappa$ while $\Delta E_{\rm el}$ is of second order, so the strain share dominates. Without ionic screening both vanish.

\section{A check that does not split the energy}

\textbf{Q:} Your division into strain and electrostatics rests on a continuum. Can you obtain the total without it?

\textbf{A:} Yes, for harmonic ions and a carrier density of fixed shape. Let $u$ be all ionic displacements, with the electrons already relaxed, and let $q'$ be the charge present:
\begin{equation}
E(q',u)=\tfrac12Aq'^2+q'Bu+\tfrac12u^{T}Ku.
\end{equation}
Relaxing at $q'=q$ gives $u=-qK^{-1}B^T$. Define $S=BK^{-1}B^T$. Then $Bu=-qS$ and $u^TKu=q^2S$, so
\begin{align}
E(q,u)&=\tfrac12Aq^2-q^2S+\tfrac12q^2S=\tfrac12Aq^2-\tfrac12q^2S,\\
E(0,u)&=\tfrac12q^2S=\tfrac12Aq^2-E(q,u).
\end{align}
The term $\frac12Aq^2$ is the energy of the carrier with clamped ions, screened by $\varepsilon_\infty$. The relaxed energy $E(q,u)$ is screened by $\varepsilon_0$. Their image errors are $-\alpha q^2/(2\varepsilon_\infty L)$ and $-\alpha q^2/(2\varepsilon_0L)$, and the difference again gives (\ref{full}). The same subtraction serves for any cell shape and for dielectric tensors, with the matching Madelung energies.

\textbf{Q:} Is there a quantity for which $q_{\rm pol}$ screened by $\varepsilon_\infty$ is the whole story?

\textbf{A:} The potential at the polaron site in the neutral cell is one. Strain has no potential of its own, so the periodic value differs from the isolated one by $-\alpha q_{\rm pol}/(\varepsilon_\infty L)$ at leading order. In the harmonic model this potential is $V=\partial E/\partial q'$ at $q'=0$, that is $V=Bu=-qS$, and so
\begin{equation}
E(0,u)=-\tfrac12qV.
\label{half}
\end{equation}
This explains the product in (\ref{full}): half of $q$ times the correction to a potential made by $q_{\rm pol}$.

\textbf{Q:} Near a real polaron, bonds stretch too far for harmonic forces.

\textbf{A:} The $1/L$ term survives if the response is linear outside a finite core. There the displacement field of the isolated polaron is $q/r^2$, and $P=(1-\kappa)q/(4\pi r^2)$. Its outward flux fixes the ionic charge inside at $-(1-\kappa)q=q_{\rm pol}$, whatever happens in the core. In a cubic arrangement the images add a constant potential there and a field proportional to $r/L^3$, so the core geometry changes only at order $L^{-3}$.

The relaxed charged energy then has the image error $-\alpha q^2/(2\varepsilon_0L)$. Removing the carrier at fixed ions leaves the strain unchanged and changes the localized charge from $q+q_{\rm pol}=\kappa q$ to $q_{\rm pol}$. The error of the vertical difference $E(q,u)-E(0,u)$ is
\begin{equation}
-\frac{\alpha}{2\varepsilon_\infty L}\left[\kappa^2q^2-(1-\kappa)^2q^2\right]=-\frac{\alpha q^2(2\kappa-1)}{2\varepsilon_\infty L}.
\end{equation}
Subtracting it from the charged error, written as $-\alpha q^2\kappa/(2\varepsilon_\infty L)$, gives the neutral error
\begin{equation}
-\frac{\alpha q^2}{2\varepsilon_\infty L}\left[\kappa-(2\kappa-1)\right]=-\frac{\alpha q^2(1-\kappa)}{2\varepsilon_\infty L}=-\Delta E.
\end{equation}

\textbf{Q:} I would trust that more if it had been tried on atoms.

\textbf{A:} It was tried on a simple cubic lattice of sites, each with an electronic and an ionic dipole, with $\varepsilon_\infty=2$ and $\varepsilon_0=4$. A unit point charge sat at a cube centre. Cells of 10, 12, 14, 16 and 20 lattice constants were solved, and the neutral energy was fitted with a constant and the powers $1/L$, $1/L^3$ and $1/L^5$. The coefficient of $1/L$ was $-5.106$ eV\,\AA, against $-5.107$ predicted by (\ref{full}). The last digits depend on the fit: without the $1/L^5$ term it is $-5.095$. The electrostatic share alone would give $-2.554$. The lattice confirms the total, not the split. Because of the local field, its bare ionic dipoles carry only $3/(\varepsilon_\infty+2)=0.75$ of $q_{\rm pol}$, and the $1/L$ term of its spring energy is $(\varepsilon_0+2)/(\varepsilon_\infty+2)=1.5$ times the strain share.

A quartic energy was then added to the breathing motion of the eight nearest ions. It reduced their distortion to 0.68 of the harmonic value, yet the coefficient remained $-5.106$ eV\,\AA. Relation (\ref{half}) did fail: the neutral energy fell to 0.90 of $-qV/2$. That follows from the force balance. For an added energy $W\propto s^4$ in the distortion $s$, balance gives $u^TKu=-qBu-sW'(s)$, and since $sW'=4W$,
\begin{equation}
E(0,u)=\tfrac12u^TKu+W=-\tfrac12qV-2W+W=-\tfrac12qV-W.
\end{equation}

\section{A hole in a wide-gap oxide}

\textbf{Q:} How much does the missing strain share matter in a cell I could afford?

\textbf{A:} Take $q=+1$, $L=12$ \AA, $\varepsilon_\infty=3.6$ and $\varepsilon_0=11$, rough values in the regime of $\beta$-Ga$_2$O$_3$, and choose $\sigma=1$ \AA. Then $\kappa=0.327$ and $q_{\rm pol}=-0.673$. In these units $e^2/(4\pi\epsilon_{\rm vac})=14.40$ eV\,\AA, where $\epsilon_{\rm vac}$ is the vacuum permittivity, so
\begin{align}
\Delta E_{\rm el}&=\frac{14.40\times2.8373\times0.6727^2}{2\times3.6\times12}=0.214\ \text{eV},\\
\Delta E_{\rm strain}&=\frac{14.40\times2.8373\times0.6727}{2\times11\times12}=0.104\ \text{eV}.
\end{align}
The full correction is 0.318 eV, or 318 meV, which is 1.49 times the electrostatic share.

The isolated neutral energy of this Gaussian model, measured from the undistorted crystal, is 0.759 eV. With everything but $L$ held fixed, the cells give, in eV:
\begin{center}
\begin{tabular}{cccc}
$L$ (\AA) & uncorrected & with $\Delta E$ & with $\Delta E_{\rm el}$ only\\
12 & 0.451 & 0.769 & 0.665\\
18 & 0.550 & 0.762 & 0.693\\
24 & 0.601 & 0.760 & 0.708
\end{tabular}
\end{center}
With the full correction the 12 \AA\ cell lies 0.010 eV above the isolated value. This is the $L^{-3}$ term of (\ref{lattice}), multiplied by $1/\varepsilon_\infty-1/\varepsilon_0$. With the electrostatic share alone, an error of order $1/L$ remains. Without any correction, the leading error would fall to 0.05 eV at $L=76$ \AA, or 7.6 nm.

\textbf{Q:} The oxide is neither cubic nor isotropic, and a power device is neither cold nor field-free.

\textbf{A:} The first two matter little here. A monoclinic cell of equal volume, with edges in the ratio 12.2 : 12.0 : 11.6 and an angle of $104^\circ$, raises the correction by 0.0007 eV. In the cubic cell, principal values (3.5, 3.6, 3.7) and (10, 11, 12) for the two tensors lower it by 0.0001 eV. A flatter cell of equal volume and angle, with edges in the ratio 12.2 : 9.1 : 11.6, lowers it by 0.006 eV, and strongly elongated cells are not covered by these figures. The dielectric input matters more: an $\varepsilon_0$ larger by 10 percent raises the correction by 0.014 eV, and an $\varepsilon_\infty$ larger by 10 percent lowers it by 0.043 eV. The constants to use are those of the method that produced the supercell energy, not values measured at a device temperature.

Real devices break the assumption of static ions. For one harmonic mode of energy $\hbar\omega$, let $x$ be its coordinate with ground-state variance $\frac12$, and let the vertical energy vary as $gx$. The mode's relaxation energy is $\lambda=g^2/(2\hbar\omega)$, and thermal averaging gives $\langle x^2\rangle=\frac12\coth(\hbar\omega/2k_BT)$. The variance of the vertical energy is therefore
\begin{equation}
g^2\langle x^2\rangle=\lambda\hbar\omega\coth\frac{\hbar\omega}{2k_BT}.
\end{equation}
By the harmonic relations above, $\lambda$ equals the neutral energy, 0.759 eV. With a chosen $\hbar\omega=0.06$ eV and $T=300$ K the standard deviation is 0.24 eV. This is a spread of instantaneous energies about their mean, so it does not replace the finite-size correction. A strong device field of 3 MV/cm changes the carrier's potential energy by 0.03 eV across one $\sigma$; this too is a scale for comparison, not an error in $\Delta E$.

\textbf{Q:} When should I refuse to use the formula?

\textbf{A:} When the carrier is not localized well inside the cell, when the response is still nonlinear at the cell boundary, or when short-range lattice correlations reach the images. For the Gaussian chosen here, neighbouring carrier amplitudes overlap by about $10^{-8}$; a carrier with slower tails needs its own estimate. The strain share also presumes that the ions were relaxed with the carrier in the same periodic cell. If the distortion was pasted in from elsewhere, its tail is different and (\ref{full}) need not apply. Finally, 0.759 eV is the long-range lattice energy of a Gaussian model. It omits the chemistry of the trapping site and is not a prediction of the polaron's formation energy in the oxide. The remaining figures are in the numerical output.

\section*{Computed values}
\begin{verbatim}
Coulomb constant e^2/(4 pi eps0) = 14.3996 eV angstrom
cubic Madelung constant alpha = 2.837297
input: q = +1 e, L = 12.0 angstrom, sigma = 1.0 angstrom
input: eps_inf = 3.6, eps_0 = 11.0
eps_inf/eps_0 = 0.3273
ionic polarization charge q_pol = -0.6727 e
ionic density at cell corner = 3.8931e-04 e/angstrom^3
-q_pol/L^3 = 3.8931e-04 e/angstrom^3
electrostatic share = 0.2140 eV
strain share = 0.1041 eV
full correction = 0.3181 eV = 318.1 meV
full / electrostatic share = 1.4865
isolated energy: electrostatic 0.5106, strain 0.2484 eV
isolated neutral energy, total = 0.7591 eV
L (angstrom) | raw | fully corrected | electrostatic share only (eV)
  12 | 0.4507 | 0.7689 | 0.6647
  18 | 0.5499 | 0.7620 | 0.6926
  24 | 0.6012 | 0.7603 | 0.7082
L for full correction of 0.05 eV = 76.3 angstrom = 7.63 nm
atomistic lattice: eps_inf = 2.0, eps_0 = 4.0
atomistic cells: 10 to 20 lattice constants per edge
coefficient of 1/L (eV angstrom): harmonic | anharmonic | predicted
  neutral energy: -5.1059 | -5.1058 | -5.1070
  e times site potential: 10.2118 | 10.2116 | 10.2140
  charged energy: -5.1083 | -5.1083 | -5.1070
  neutral, electrostatic share only: -2.5535 eV angstrom
core distortion, anharmonic/harmonic = 0.6810
anharmonic neutral energy / (-qV/2) = 0.9039
neglected effects for the example:
  monoclinic shape (104 deg, equal volume): +0.0007 eV
  tensors (3.5,3.6,3.7), (10,11,12): -0.0001 eV
  eps_0 larger by 10 percent: +0.0141 eV
  finite polaron size, 1/L^3 term: -0.0098 eV
  overlap of neighbouring image amplitudes: 1.52e-08
  field 3 MV/cm, drop across sigma: 0.0300 eV
  input: phonon energy 0.060 eV, T = 300 K, kT = 0.0259 eV
  thermal and zero-point spread of vertical energy: 0.2355 eV
\end{verbatim}
